# Localization length of a weakly disordered chain above its band centre: a numerical check

```python
# Result under test: a chain with hopping -t and independent site energies,
# uniform with full width W, has the weak-disorder amplitude localization length
#     xi = 24 (4 t^2 - E^2) / W^2   (in sites),
# inside the band and away from its centre and edges. For W = E = t, xi = 72.
# E: energy from band centre; k: phase per site, E = -2 t cos(k);
# G: Green function, |G(1,N)| ~ exp(-N/xi); T: transmission with clean leads.
# R, phi: amplitude and phase, psi(n) = R sin(phi), psi(n-1) = R sin(phi-k).
# Model calculations use t = 1; the device example restores eV and nm.
import numpy as np
from scipy import constants
from scipy.optimize import brentq

rng = np.random.default_rng(71423)


def weak_length(energy, width):
    return 24 * (4 - energy**2) / width**2


def measured_length(energy, width, bond_width=0.0,
                    chains=4000, sites=10000, burn=1000):
    """Length, its standard error, and mean cos(2 phi), cos(4 phi)."""
    k = np.arccos(-energy / 2)
    phase = rng.uniform(0, 2 * np.pi, chains)
    now, before = np.sin(phase), np.sin(phase - k)
    last_bond = np.ones(chains)
    growth = np.zeros(chains)
    second, fourth = [], []
    block = 20
    for number in range((burn + sites) // block):
        site = width * rng.uniform(-0.5, 0.5, (block, chains))
        bond = 1 + bond_width * rng.uniform(-0.5, 0.5, (block, chains))
        for e, b in zip(site, bond):
            new = ((e - energy) * now - last_bond * before) / b
            before, now, last_bond = now, new, b
        cosine = (now * np.cos(k) - before) / np.sin(k)
        radius = np.hypot(now, cosine)
        if number >= burn // block:
            growth += np.log(radius)
            z2 = ((cosine + 1j * now) / radius)**2
            second.append(z2.real.mean())
            fourth.append((z2**2).real.mean())
        now = now / radius
        before = before / radius
    rate = growth.mean() / sites
    error = growth.std(ddof=1) / np.sqrt(chains) / sites
    return 1 / rate, error / rate**2, np.mean(second), np.mean(fourth)


# Exact amplitude map, checked against the site recursion.
k = 2 * np.pi / 3
phi = rng.uniform(0, 2 * np.pi, 200)
eps = rng.uniform(-0.5, 0.5, 200)
old, older = np.sin(phi), np.sin(phi - k)
new = (2 * np.cos(k) + eps) * old - older
ratio = (new**2 + old**2 - 2 * new * old * np.cos(k)) / np.sin(k)**2
A = eps / np.sin(k)
assert np.allclose(ratio, 1 + A * np.sin(2 * phi) + A**2 * np.sin(phi)**2)

# Uniform-phase average of the full logarithm against its second-order value.
angles = 2 * np.pi * np.arange(4096) / 4096
small = 0.05
average = np.mean(0.5 * np.log(1 + small * np.sin(2 * angles)
                              + small**2 * np.sin(angles)**2))
assert abs(average / (small**2 / 8) - 1) < 0.002

# Localization from long random chains.
xi_formula = weak_length(1.0, 1.0)
xi_full, xi_error, _, _ = measured_length(1.0, 1.0)
xi_half, half_error, c2_half, c4_half = measured_length(1.0, 0.5)
xi_high, _, _, _ = measured_length(1.5, 0.5)
xi_centre, _, c2_centre, c4_centre = measured_length(0.0, 0.5)
assert abs(xi_full / xi_formula - 1) < 0.05   # finite disorder
assert abs(xi_half / weak_length(1.0, 0.5) - 1) < 0.02
assert abs(xi_high / weak_length(1.5, 0.5) - 1) < 0.03
assert abs(c2_half) < 0.02 and abs(c4_half) < 0.02
assert c4_centre < -0.05
centre_ratio = xi_centre / weak_length(0.0, 0.5)
assert centre_ratio > 1.05
assert abs(centre_ratio * (1 - 2 * c2_centre + c4_centre) - 1) < 0.02

# Hopping disorder is independent of the site disorder.
bond_width = 0.2
xi_bond, _, _, _ = measured_length(1.0, 1.0, bond_width)
bond_increase = 4 * bond_width**2
assert abs(xi_full / xi_bond - (1 + bond_increase)) < 0.03


def mean_log_transmission(length, samples=4000, batch=500):
    """Open-chain Green function with two clean semi-infinite leads."""
    values = []
    index = np.arange(length)
    for _ in range(samples // batch):
        matrix = np.zeros((batch, length, length), complex)
        matrix[:, index, index] = 1 - rng.uniform(-0.5, 0.5, (batch, length))
        matrix[:, index[:-1], index[1:]] = 1
        matrix[:, index[1:], index[:-1]] = 1
        matrix[:, 0, 0] += np.exp(1j * k)
        matrix[:, -1, -1] += np.exp(1j * k)
        source = np.zeros((batch, length, 1), complex)
        source[:, -1, 0] = 1
        green = np.linalg.solve(matrix, source)[:, 0, 0]
        values.append(np.log((2 * np.sin(k))**2 * np.abs(green)**2))
    values = np.concatenate(values)
    return values.mean(), values.std(ddof=1) / np.sqrt(samples)


periods = 10
log_long, log_long_error = mean_log_transmission(72)
log_filter, log_filter_error = mean_log_transmission(periods)
assert abs(log_long + 2 * 72 / xi_formula) < 0.15
assert abs(log_filter + 2 * periods / xi_formula) < 0.03

# Device parameters: rough typical values for a nanowire superlattice.
t_eV, W_eV, energy_eV = 0.025, 0.025, 0.025
well_nm, barrier_nm = 4.0, 2.0
period_nm = well_nm + barrier_nm
height_eV, mass_ratio = 0.50, 0.05
temperature_K, lifetime_s, bias_V = 300.0, 1e-13, 0.010
wire_nm, permittivity, layer_nm = 6.0, 13.0, 0.3
kinetic = (constants.hbar**2 / (2 * mass_ratio * constants.m_e)
           / constants.e * 1e18)               # eV nm^2


def miniband(well, barrier, cutoff=24):
    """Mean energy and first two hoppings from plane-wave diagonalization."""
    period = well + barrier
    order = np.arange(-cutoff, cutoff + 1)
    difference = order[:, None] - order[None, :]
    potential = height_eV * barrier / period * np.sinc(
        difference * barrier / period)
    phases = -np.pi + 2 * np.pi * np.arange(32) / 32
    levels = []
    for phase in phases:
        wave = (phase + 2 * np.pi * order) / period
        levels.append(np.linalg.eigvalsh(
            potential + np.diag(kinetic * wave**2))[0])
    levels = np.array(levels)
    return (levels.mean(), -np.mean(levels * np.cos(phases)),
            -np.mean(levels * np.cos(2 * phases)))


band_mean, band_t, band_t2 = miniband(well_nm, barrier_nm)
finer = miniband(well_nm, barrier_nm, cutoff=36)
assert np.max(np.abs(np.array(finer)
                     - np.array([band_mean, band_t, band_t2]))) < 2e-4
well_shift = miniband(well_nm + layer_nm, barrier_nm)[0] - band_mean
barrier_change = miniband(well_nm, barrier_nm + layer_nm)[1] / band_t - 1

# Second-neighbour hopping changes the group velocity and thus the length.
tau = band_t2 / band_t
assert abs(tau) < 0.25
k_second = brentq(lambda q: -2*np.cos(q) - 2*tau*np.cos(2*q) - 1, 0, np.pi)
velocity_second = 2*np.sin(k_second) + 4*tau*np.sin(2*k_second)
xi_second = 24 * velocity_second**2


def measured_second_neighbour(chains=1500, sites=6000, burn=900):
    """Smaller positive growth rate, isolated by orthogonalization."""
    state = rng.normal(size=(4, 2, chains))
    growth = 0.0
    for step in range(sites + burn):
        site = rng.uniform(-0.5, 0.5, chains)
        new = (((site - 1) * state[1] - state[0] - state[2]) / tau
               - state[3])
        state = np.stack((new, state[0], state[1], state[2]))
        if (step + 1) % 3 == 0:
            fast, slow = state[:, 0], state[:, 1]
            fast = fast / np.sqrt(np.sum(fast**2, axis=0))
            slow = slow - np.sum(fast * slow, axis=0) * fast
            size = np.sqrt(np.sum(slow**2, axis=0))
            slow = slow / size
            state = np.stack((fast, slow), axis=1)
            if step >= burn:
                growth += np.log(size).mean()
    return sites / growth


xi_second_measured = measured_second_neighbour()
assert abs(xi_second_measured / xi_second - 1) < 0.06

# Sizes of effects absent from the static, coherent, one-mode chain.
xi_device = weak_length(energy_eV / t_eV, W_eV / t_eV)
thermal_eV = constants.k * temperature_K / constants.e
half_thermal = thermal_eV / (2 * t_eV)
xi_lower = weak_length(1 - half_thermal, 1.0)
xi_upper = weak_length(1 + half_thermal, 1.0)
velocity = (2 * t_eV * np.sin(k) * period_nm
            / (constants.hbar / constants.e))  # nm/s
inelastic_nm = velocity * lifetime_s
filter_nm = periods * period_nm
field_MVcm = bias_V / filter_nm * 10
drop_xi = bias_V * xi_device * period_nm / filter_nm
subband_eV = 3 * kinetic * (np.pi / wire_nm)**2
coulomb_eV = (constants.e / (4 * np.pi * constants.epsilon_0
              * permittivity * period_nm * 1e-9))

print(f"Phase per site k at E = t: {k:.4f} rad")
print(f"sin^2(k): {np.sin(k)**2:.4f}")
print(f"Site-energy variance / t^2: {1/12:.5f}")
print(f"Weak-disorder amplitude length: {xi_formula:.2f} sites")
print(f"Probability length: {xi_formula/2:.2f} sites")
print(f"Measured length, W = t: {xi_full:.2f} +- {xi_error:.2f} sites")
print(f"Measured/formula, W = t: {xi_full/xi_formula:.4f}")
print(f"Formula length, W = t/2: {weak_length(1, 0.5):.1f} sites")
print(f"Measured length, W = t/2: {xi_half:.1f} +- {half_error:.1f} sites")
print(f"Mean cos(2 phi), E = t, W = t/2: {c2_half:.4f}")
print(f"Mean cos(4 phi), E = t, W = t/2: {c4_half:.4f}")
print(f"Mean cos(4 phi), E = 0, W = t/2: {c4_centre:.4f}")
print(f"Measured/formula length at E = 0: {centre_ratio:.4f}")
print(f"Mean ln T, 72 sites: {log_long:.3f} +- {log_long_error:.3f}")
print(f"Formula ln T, 72 sites: {-144/xi_formula:.3f}")
print(f"Device hopping t: {t_eV*1000:.1f} meV")
print(f"Device disorder full width W: {W_eV*1000:.1f} meV")
print(f"Device energy above centre: {energy_eV*1000:.1f} meV")
print(f"Well, barrier, period: {well_nm}, {barrier_nm}, {period_nm} nm")
print(f"Device amplitude length: {xi_device*period_nm:.1f} nm")
print(f"Device probability length: {xi_device*period_nm/2:.1f} nm")
print(f"Filter: {periods} periods, {filter_nm:.1f} nm")
print(f"Filter mean ln T: {log_filter:.4f} +- {log_filter_error:.4f}")
print(f"Filter formula ln T: {-2*periods/xi_device:.4f}")
print(f"Filter typical T, formula: {np.exp(-2*periods/xi_device):.4f}")
print(f"Barrier height: {height_eV:.2f} eV")
print(f"Effective mass / electron mass: {mass_ratio:.3f}")
print(f"Plane-wave hopping: {band_t*1000:.2f} meV")
print(f"Second/first hopping ratio: {tau:.4f}")
print(f"Length with second hopping, formula: {xi_second:.2f} sites")
print(f"Length with second hopping, measured: {xi_second_measured:.2f} sites")
print(f"Layer-thickness step: {layer_nm:.2f} nm")
print(f"Level shift, one layer more well: {well_shift*1000:.2f} meV")
print(f"Hopping change, one layer more barrier: {barrier_change*100:.1f} %")
print(f"Hopping-disorder full width / t: {bond_width:.2f}")
print(f"Added inverse length, formula: {bond_increase*100:.1f} %")
print(f"Added inverse length, measured: {(xi_full/xi_bond-1)*100:.1f} %")
print(f"Temperature: {temperature_K:.0f} K")
print(f"Thermal energy: {thermal_eV*1000:.2f} meV")
print(f"Formula length half kT lower: {xi_lower:.2f} sites")
print(f"Formula length half kT higher: {xi_upper:.2f} sites")
print(f"Assumed inelastic lifetime: {lifetime_s*1e12:.2f} ps")
print(f"Group velocity: {velocity*1e-7:.3e} cm/s")
print(f"Inelastic path: {inelastic_nm:.2f} nm")
print(f"Bias across filter: {bias_V*1000:.1f} mV")
print(f"Mean filter field: {field_MVcm:.5f} MV/cm")
print(f"Energy drop over xi at this field: {drop_xi*1000:.1f} meV")
print(f"Wire width: {wire_nm:.1f} nm")
print(f"Next transverse subband spacing: {subband_eV*1000:.1f} meV")
print(f"Relative permittivity: {permittivity:.1f}")
print(f"Neighbour-well Coulomb energy: {coulomb_eV*1000:.2f} meV")
print("no test failed")
```

Running it gives:

```
Phase per site k at E = t: 2.0944 rad
sin^2(k): 0.7500
Site-energy variance / t^2: 0.08333
Weak-disorder amplitude length: 72.00 sites
Probability length: 36.00 sites
Measured length, W = t: 70.81 +- 0.09 sites
Measured/formula, W = t: 0.9835
Formula length, W = t/2: 288.0 sites
Measured length, W = t/2: 287.4 +- 0.8 sites
Mean cos(2 phi), E = t, W = t/2: -0.0033
Mean cos(4 phi), E = t, W = t/2: 0.0033
Mean cos(4 phi), E = 0, W = t/2: -0.0847
Measured/formula length at E = 0: 1.1007
Mean ln T, 72 sites: -2.073 +- 0.022
Formula ln T, 72 sites: -2.000
Device hopping t: 25.0 meV
Device disorder full width W: 25.0 meV
Device energy above centre: 25.0 meV
Well, barrier, period: 4.0, 2.0, 6.0 nm
Device amplitude length: 432.0 nm
Device probability length: 216.0 nm
Filter: 10 periods, 60.0 nm
Filter mean ln T: -0.2757 +- 0.0038
Filter formula ln T: -0.2778
Filter typical T, formula: 0.7575
Barrier height: 0.50 eV
Effective mass / electron mass: 0.050
Plane-wave hopping: 26.64 meV
Second/first hopping ratio: -0.1226
Length with second hopping, formula: 108.06 sites
Length with second hopping, measured: 106.90 sites
Layer-thickness step: 0.30 nm
Level shift, one layer more well: -14.76 meV
Hopping change, one layer more barrier: -18.2 %
Hopping-disorder full width / t: 0.20
Added inverse length, formula: 16.0 %
Added inverse length, measured: 16.1 %
Temperature: 300 K
Thermal energy: 25.85 meV
Formula length half kT lower: 90.40 sites
Formula length half kT higher: 40.77 sites
Assumed inelastic lifetime: 0.10 ps
Group velocity: 3.947e+07 cm/s
Inelastic path: 39.47 nm
Bias across filter: 10.0 mV
Mean filter field: 0.00167 MV/cm
Energy drop over xi at this field: 72.0 meV
Wire width: 6.0 nm
Next transverse subband spacing: 626.7 meV
Relative permittivity: 13.0
Neighbour-well Coulomb energy: 18.46 meV
no test failed
```
